Can a Taylor series of the Fermi function replace Chebyshev expansion?

**The argument under review**

Consider the following proposal for computing the density matrix of a large system without diagonalizing its Hamiltonian H. The density matrix is f(H), where

f(ε) = 1/(1 + exp((ε − μ)/kT)), kT > 0,

is the Fermi function, μ the chemical potential and kT the thermal energy. A polynomial in H needs only matrix products and sums, which are cheap while the matrices stay sparse; powers of H fill in as the degree grows. One such polynomial is a truncated Chebyshev series on an interval that contains the spectrum. The proposal is to use the Taylor series about μ instead:

"The Fermi function is infinitely differentiable at every real energy. Its Taylor series therefore converges to it, and distant levels merely need more terms. The coefficients are simple and do not depend on the spectrum, so the Chebyshev interval is an unnecessary complication."

The premise is correct: f is smooth on the whole real line. The question is whether "therefore" is justified, that is, for which energies the Taylor series converges to f.

The algebra below uses atomic units, with kT an energy; numbers are in eV. H is a finite Hermitian matrix with eigenvalues ε_i and orthonormal eigenvectors |i⟩.

**1. The matrix question is a scalar question**

Since H^m = Σ_i ε_i^m |i⟩⟨i|, any polynomial P satisfies P(H) = Σ_i P(ε_i)|i⟩⟨i|. Hence

f(H) − P(H) = Σ_i [f(ε_i) − P(ε_i)] |i⟩⟨i|.

The spectral norm of this error is the largest |f(ε_i) − P(ε_i)|. The expansion must therefore work at every eigenvalue, including levels deep in the band, where f is almost constant and looks easiest to represent.

**2. The Fermi function as a sum of fractions**

Let x = (ε − μ)/kT. Multiplying numerator and denominator of f by e^(−x/2) gives

f = e^(−x/2)/(2 cosh(x/2)) = 1/2 − (1/2) tanh(x/2),

because e^(−x/2) = cosh(x/2) − sinh(x/2). The hyperbolic tangent can be written as a sum of simple fractions by means of a Fourier series.

Take g(t) = sinh(x(1/2 − t)) for 0 ≤ t ≤ 1 and continue it as an even function of period 2. It then has a cosine series. Since g(1 − t) = −g(t), only odd multiples of πt appear:

g(t) = Σₙ bₙ cos(pₙt), pₙ = (2n − 1)π, n = 1, 2, …

with bₙ = 2Iₙ and Iₙ = ∫₀¹ g(t) cos(pₙt) dt. Write p for pₙ and I for Iₙ. In the first integration by parts the boundary term vanishes, because sin 0 = sin p = 0:

I = −(1/p) ∫₀¹ g′ sin(pt) dt.

In the second, cos p = −1 and g″ = x²g give

∫₀¹ g′ sin(pt) dt = [g′(0) + g′(1)]/p + x²I/p.

Both end slopes equal −x cosh(x/2). Therefore

I = 2x cosh(x/2)/p² − x²I/p²,

and so

I = 2x cosh(x/2)/(x² + p²).

The continued function is continuous and piecewise smooth, so its series may be evaluated at t = 0, where g = sinh(x/2) and every cosine is 1:

sinh(x/2) = Σₙ 4x cosh(x/2)/(x² + pₙ²).

Division by 2 cosh(x/2) gives (1/2) tanh(x/2), and hence

f = 1/2 − Σₙ 2x/(x² + pₙ²).

No denominator vanishes for real x, which is why f is smooth there. They vanish at the imaginary points x = ±ipₙ, the poles of f. The nearest two are at ε = μ ± iπkT.

**3. The error of the Taylor polynomial**

For any number r ≠ 1, the finite geometric sum gives

1/(1 − r) = 1 + r + … + r^(K−1) + r^K/(1 − r).

Set r = −x²/pₙ² and multiply by 2x/pₙ². The left side becomes 2x/(x² + pₙ²), so

2x/(x² + pₙ²) = (2x/pₙ²) Σ_{k=0}^{K−1} (−x²/pₙ²)^k + (−1)^K [2x/(x² + pₙ²)] (x/pₙ)^(2K).

This is an identity for every real x, large or small. Summing over n and inserting the result in f gives a polynomial T of degree 2K − 1 and a remainder:

f − T = −(−1)^K Σₙ [2x/(x² + pₙ²)] (x/pₙ)^(2K).

Near x = 0 the remainder is of order x^(2K+1). Only one polynomial of degree 2K − 1 can agree with f that closely, so T is the Taylor polynomial. Even powers beyond the constant are absent, because f − 1/2 is odd in x.

All terms of the remainder sum have the sign of x, so none can cancel another. Keeping the first term alone gives a lower bound on the absolute error:

|f − T| ≥ [2|x|/(x² + π²)] (|x|/π)^(2K).

Three cases follow.

- For |x| > π the bound grows without limit as K increases. The series diverges.
- For |x| = π the bound is 2π/(2π²) = 1/π for every K. The series does not converge to f here either. Its partial sums in fact keep jumping, since the error alternates in sign with K.
- For |x| < π every factor (x/pₙ)^(2K) is at most (x/π)^(2K). The absolute error is then at most (1/2)|tanh(x/2)| (|x|/π)^(2K), which tends to zero.

The Taylor series about μ thus converges if and only if |ε − μ| < πkT. "Therefore" in the proposal fails: smoothness on the real line does not control the poles beside it. Nor is rounding to blame, since the remainder formula assumes exact arithmetic.

For kT = 0.1 eV the radius is π × 0.1 eV = 0.3142 eV, or 0.01155 hartree. The absolute errors of f, a number between 0 and 1, are:

|ε − μ| = 0.2 eV: 0.12 at degree 1, 1.7×10⁻⁹ at degree 41
|ε − μ| = 0.3 eV: 0.30 at degree 1, 0.046 at degree 41
|ε − μ| = πkT: 0.327 at degree 1, 0.318 at degree 41
|ε − μ| = 0.4 eV: 0.52 at degree 1, 7.9×10³ at degree 41

Just inside the radius, convergence is slow. Outside it the error eventually grows without limit; at 0.4 eV it rises from 0.52 to 7.9×10³ between degrees 1 and 41.

**4. What this does to a density matrix**

As a model, take an open chain of 40 sites with site energy 0, nearest-neighbour hopping −1 eV, μ = −0.5 eV and kT = 0.1 eV, which corresponds to 1160 K. Its levels run from −1.9941 to 1.9941 eV. Only 4 of the 40 lie within πkT of μ. The farthest is 2.4941 eV away, so the leading error there is multiplied, for every two further degrees, by

(2.4941/0.3142)² ≈ 63.

Diagonalization gives N = 2 Tr f(H) = 33.374 electrons, the factor 2 counting spin. The Taylor polynomials give:

degree 1: norm error 5.7, N = −60
degree 11: norm error 4.9×10⁹, N = 5.0×10¹⁰
degree 41: norm error 4.9×10³⁶, N = −2.5×10³⁷

For comparison, the norm of f(H) itself is below 1.

A gap gives no relief: the growth of the norm error is still set by the level farthest from μ, and there may be no convergent level at all. If μ lies in the middle of a gap wider than 2πkT, every level is outside the radius and the series diverges at all of them. At 300 K, πkT is 0.0812 eV, so a gap above about 0.16 eV is enough.

**5. Two possible repairs**

The first is to raise the temperature. If all levels satisfy |ε_i − μ| < πkT, the proposal does converge. For the interval [−2, 2] eV, whose far edge is 2.5 eV from μ, this requires kT > 2.5/π = 0.796 eV, or about 9235 K. With the polynomial used alone, that changes the physical problem unless such a temperature was wanted. The temperature can be lowered afterwards: since 1 − f = e^x f, we have f(x)²/[f(x)² + (1 − f(x))²] = 1/(1 + e^(2x)) = f(2x), so each application of this map halves kT. Each step needs a matrix linear solve, however, and the result is no longer a polynomial in H.

The second is to move the centre of the Taylor series to another real energy c. Let x_c = (c − μ)/kT, u = x − x_c and qₙ = ipₙ − x_c. Splitting each fraction of section 2,

2x/(x² + pₙ²) = 1/(x − ipₙ) + 1/(x + ipₙ),

and using x − ipₙ = u − qₙ, we find

f = 1/2 + Σₙ 2 Re[1/(qₙ − u)].

The geometric sum now reads

1/(qₙ − u) = Σ_{m=0}^{M} u^m/qₙ^(m+1) + (u/qₙ)^(M+1)/(qₙ − u).

If |u| < |q₁|, the remainders, summed over n, vanish as M grows, because q₁ is the smallest of the qₙ in modulus. If |u| ≥ |q₁|, look at the term of order m in the series. Up to the sign of u^m, its n = 1 part is

2|u|^m |q₁|^(−m−1) cos((m + 1)φ), where φ is the phase of q₁.

The other poles contribute a vanishing fraction of the amplitude in front of this cosine. The cosine itself does not tend to zero. If it did, the addition formula

cos((m + 1)φ) = cos(mφ) cos φ − sin(mφ) sin φ,

with sin φ ≠ 0, would force sin(mφ) to zero as well, contradicting cos² + sin² = 1. So the terms do not vanish and the series diverges. The radius in energy is kT|q₁|:

R = √((c − μ)² + (πkT)²).

Moving the centre enlarges the disc, but it also moves the disc away from one side of the band. Let the interval be [μ − a, μ + b] with a, b > 0, and put δ = c − μ. The upper edge is inside if (b − δ)² < δ² + (πkT)², the lower if (a + δ)² < δ² + (πkT)². Cancelling δ² and solving each for δ gives

[b − (πkT)²/b]/2 < δ < [(πkT)²/a − a]/2.

Such a δ exists if and only if a + b < (πkT)²(1/a + 1/b) = (πkT)²(a + b)/(ab), that is,

ab < (πkT)².

The middle of the interval, δ = (b − a)/2, then always works. Both edges are (a + b)/2 away, and the condition (a + b)²/4 < (b − a)²/4 + (πkT)² is again ab < (πkT)².

Here a = 1.5 eV and b = 2.5 eV, so kT must exceed √3.75/π = 0.616 eV. With the centre in mid-band, 2 eV from each edge, kT = 0.7 eV gives R = 2.255 eV. The largest edge error falls from 7.5×10⁻⁶ over degrees 91–100 to 1.5×10⁻²¹ over degrees 391–400. At kT = 0.6 eV, R is 1.950 eV and the corresponding error rises from 6.0 to 1.2×10⁴. The repair replaces the larger of a and b by √(ab) in the condition on πkT. Here that lowers the required kT from 0.796 to 0.616 eV; for a = b it gains nothing, and for a, b > 0 it never removes the requirement.

**6. Why the Chebyshev series survives the same poles**

Let the spectrum lie in an interval of centre c and half-width h, and set y = (ε − c)/h, so that −1 ≤ y ≤ 1. With

zₙ = (μ − c + ipₙkT)/h

we have x − ipₙ = (h/kT)(y − zₙ). The sum of fractions becomes

f = 1/2 + (2kT/h) Σₙ Re[1/(zₙ − y)].

Each fraction has a known Chebyshev series. Put y = cos θ, so that T_k(y) = cos kθ. For |s| < 1, adding the geometric series in s e^(iθ) and s e^(−iθ) gives

1/2 + Σ_{k≥1} s^k T_k(y) = (1 − s²)/[2(1 − 2sy + s²)].

Choose s = 1/w with w = z + √(z² − 1), taking the sign of the root for which |w| > 1. This is possible for any z off the segment [−1, 1], because the two choices are reciprocals and have equal modulus only on that segment. Then w + 1/w = 2z and w − 1/w = 2√(z² − 1), so

1 − s² = 2s√(z² − 1),
1 − 2sy + s² = 2s(z − y).

Substitution gives

1/(z − y) = [2/√(z² − 1)] [1/2 + Σ_{k≥1} w^(−k) T_k(y)].

Summing over the poles, f = c₀ + Σ_{k≥1} c_k T_k(y) with

c_k = (4kT/h) Re Σₙ wₙ^(−k)/√(zₙ² − 1), k ≥ 1.

The order of summation may be exchanged because |wₙ| and |zₙ| grow in proportion to n, which makes the double sum absolutely convergent.

To see the rate, note that z ± 1 = (w ± 1)²/(2w). Taking moduli and adding gives

|z − 1| + |z + 1| = |w| + 1/|w|.

The left side grows with the imaginary part of z, so |w₁| is the smallest |wₙ|. Call it ρ; it exceeds 1 for every kT > 0. Then |wₙ|^(−k) ≤ |wₙ|^(−1) ρ^(−(k−1)), and

|c_k| ≤ Aρ^(−(k−1)), A = (4kT/h) Σₙ 1/(|wₙ| |√(zₙ² − 1)|).

On the interval |T_k| ≤ 1. Adding the omitted terms k > N gives

error at degree N ≤ Aρ^(−N)/(1 − 1/ρ).

The geometry explains the difference. Points with fixed |z − 1| + |z + 1| form an ellipse with foci at the ends of the interval. Such an ellipse can enclose the whole interval and still be thin enough to pass between the poles. A disc long enough to cover the interval must also be wide.

For the chain, c = 0 and h = 2 eV. The interval needs no diagonalization: the diagonal elements are zero and the off-diagonal magnitudes in any row sum to at most 2 eV, which bounds every eigenvalue. The nearest pole is z₁ = (−0.5 + 0.3142i)/2 = −0.25 + 0.157i, which gives ρ = 1.175, and A = 0.636. The matrix results are:

degree 40: norm error 8.0×10⁻⁴, bound 6.7×10⁻³
degree 80: norm error 1.3×10⁻⁶, bound 1.1×10⁻⁵
degree 120: norm error 1.8×10⁻⁹, bound 1.7×10⁻⁸

At degree 120 the electron number is 33.374154, equal to the diagonalization result to all printed digits. The numerical check also compares the coefficient formula with the integral that defines c_k.

Convergence has a price at low temperature. With μ in mid-interval, z₁ = iπkT/h and ρ = πkT/h + √(1 + (πkT/h)²). For πkT much smaller than h, ln ρ ≈ πkT/h, so each further factor e in accuracy costs about h/(πkT) degrees. At kT = 0 the Fermi function is a step, and no sequence of polynomials converges uniformly to it on an interval with μ inside. This concerns the whole interval. By section 1 only the eigenvalues matter, so when μ lies in a gap a polynomial fitted to the bands alone, unlike the Chebyshev series of f, can converge at all levels even at kT = 0. The error bound also presupposes that no eigenvalue lies outside the chosen interval.

**7. Assessment**

The proposal should be restricted to spectra lying wholly within πkT of μ. Even there, convergence alone does not make it economical. For the interval [−2, 2] eV with μ = −0.5 eV and kT = 1 eV, the Taylor radius is 3.14 eV and both series converge. For a largest absolute error in f below 10⁻⁶ on a fine energy grid, Taylor needs degree 55 and Chebyshev degree 10. Knowing the interval is not enough by itself: a Taylor series centred in mid-band still needs degree 28. The Chebyshev series needs the interval that the proposal hoped to avoid, and it gains because its region of convergence is an ellipse around that interval rather than a disc.

Computed results

```
sites 40, hopping -1.0 eV, mu -0.5 eV, kT 0.1 eV
temperature for this kT: 1160 K
radius pi*kT: 0.3142 eV = 0.01155 hartree
radius at 300 K: 0.0812 eV
lowest, highest level: -1.9941, 1.9941 eV
largest |level-mu|: 2.4941 eV
levels inside the radius: 4 of 40
error growth per two degrees: 63.03
electrons, diagonalization: 33.374154
Taylor error of f at degrees 1, 11, 41, 121:
  0.2 eV  1.192e-01 1.278e-03 1.671e-09 3.415e-25
  0.3 eV  2.974e-01 1.828e-01 4.583e-02 1.145e-03
  pi*kT   3.268e-01 3.183e-01 3.183e-01 3.183e-01
  0.4 eV  5.180e-01 5.613e+00 7.880e+03 1.947e+12
Taylor matrix: degree, norm error, electrons
    1 5.735e+00 -6.000e+01
    5 1.979e+04 -2.757e+05
   11 4.949e+09 4.961e+10
   21 4.923e+18 -3.565e+19
   41 4.871e+36 -2.510e+37
Chebyshev rho: 1.17514, prefactor A: 0.6362
Chebyshev matrix: degree, norm error, bound, electrons
   20 2.109e-02 1.692e-01 33.368369
   40 8.031e-04 6.709e-03 33.373911
   80 1.333e-06 1.054e-05 33.374125
  120 1.819e-09 1.657e-08 33.374154
observed factor per degree: 1.1764
mu=0, kT=0.01 eV: ln(rho) 0.01571, pi*kT/h 0.01571
interval: 1.5 eV below mu, 2.5 eV above mu
kT must exceed, centre mu: 0.7958 eV = 9235 K
kT must exceed, mid-band: 0.6164 eV = 7153 K
largest edge error over degrees 91-100 and 391-400:
  mid-band, kT 0.7 eV, R 2.2552 eV: 7.52e-06 1.50e-21
  mid-band, kT 0.6 eV, R 1.9501 eV: 6.01e+00 1.16e+04
  at mu, kT 0.7 eV, R 2.1991 eV: 1.17e+05 5.97e+21
kT 1.0 eV, radius 3.1416 eV, target error 1e-06
degree needed: Taylor 55, Chebyshev 10
```
